# Why precursor exposure grows quadratically with hole depth in atomic-layer deposition

A round hole 60 nm wide and 3000 nm deep is to be coated in the water half-cycle of an oxide deposition. With the numbers used below, a water exposure of $3.7\times10^{-3}$ Torr s is sufficient for its walls and bottom. If the depth is doubled at fixed width, the wall area doubles, but this safe exposure rises by a factor of 3.59. The extra area doubles the number of molecules needed, but that alone does not explain the factor. The way molecules reach the walls must matter too, and it must also be explained why the factor falls short of four.

## First case: a flat surface

Let the precursor gas have pressure $P$, temperature $T$, number density $n=P/kT$ and molecular mass $m$. Molecules crossing a plane from one side carry the flux

$$J=n\bar v\,\frac{1}{4\pi}\int_{\rm hemisphere}\cos\vartheta\,d\Omega=\frac{n\bar v}{4},$$

because the integral is $\pi$. With the mean speed $\bar v=\sqrt{8kT/\pi m}$ this becomes

$$J=\frac{P}{\sqrt{2\pi mkT}} .$$

A saturated surface holds $K$ precursor molecules per area, and $\theta$ is the filled fraction. I assume irreversible Langmuir uptake: an arriving molecule stays with probability $s(1-\theta)$ and otherwise leaves again at once. Let $E$ be the number of molecules that have struck unit area since the pulse began. Then

$$K\,d\theta=s(1-\theta)\,dE ,\qquad \theta=1-e^{-sE/K}. \tag{1}$$

The coverage depends on the accumulated hits, not on how they were spread over time. To leave at most a fraction $\varepsilon$ uncovered, we need

$$E\ge E_\varepsilon=\frac{K}{s}\ln\frac1\varepsilon . \tag{2}$$

On a flat surface $E$ equals the outside dose $X=\int J\,dt$, so (2) is the whole answer. For $s=1$ and $\varepsilon=1/e$ it gives $X=K$, one arrival per site, as it should. No geometry appears yet.

## A hole, treated in accumulated hits

Now let the surface be the inside of a hole with one open mouth. Four further assumptions enter. Molecules meet walls, not each other. A molecule that does not stick leaves in a random direction with the cosine law, without memory of its arrival. The gas at the mouth keeps its undisturbed flux. The gas stored in the hole and its flight time are negligible.

At a wall point $r$, let $F(r)=E(r)-K\theta(r)$ be the number of molecules that have left unit area again. Let $k(r,r')\,dA'$ be the fraction of molecules leaving $r$ that next strike $dA'$ at $r'$. For two points in view of each other, a distance $R$ apart, the cosine law gives

$$k(r,r')=\frac{\cos\vartheta\cos\vartheta'}{\pi R^2}.$$

One cosine comes from emission and the other from the tilt of the receiving area. Exchanging the points leaves $k$ unchanged. The same function therefore counts arrivals at $r$ from $r'$. Likewise the fraction $g(r)$ that leaves $r$ straight through the mouth also gives the direct arrivals from outside, $Xg(r)$. Hence

$$E=Xg+kF ,\qquad (kF)(r)=\int k(r,r')F(r')\,dA'. \tag{3}$$

A molecule leaving $r$ goes either to the mouth or to another piece of surface, so $g+k1=1$, or $g=(1-k)1$. Put $E=F+K\theta$ into (3):

$$(1-k)F=X(1-k)1-K\theta .$$

Every molecule eventually escapes from a finite hole if it is not captured, so $1-k$ can be inverted by the series $1+k+k^2+\dots$. This gives

$$F=X-K(\theta+k\theta+k^2\theta+\dots).$$

Adding $K\theta$ to both sides cancels the first term of the series and leaves

$$X=E(r)+K\sum_{j=1}^{\infty}(k^j\theta)(r). \tag{4}$$

The sum has a direct meaning. Release a molecule at $r$, let it bounce without sticking, and add the value of $\theta$ at each later hit until it escapes. The average total is the sum in (4). If $\theta=1$ everywhere, it is the mean number of further hits, $M(r)$.

Equation (4) is linear although the coverage law (1) is not. It yields bounds on the dose. Let $M$ without an argument be the largest value of $M(r)$ in the hole. Since $\theta\le1$, equation (4) gives $E(r)\ge X-KM$ everywhere, so $X=E_\varepsilon+KM$ is sufficient. Conversely, once the target is met, $\theta\ge1-\varepsilon$ everywhere. Applying (4) at the point of largest $M(r)$ shows that $X$ is at least $E_\varepsilon+(1-\varepsilon)KM$. The smallest sufficient dose therefore obeys

$$\frac1s\ln\frac1\varepsilon+(1-\varepsilon)M\le\frac XK\le\frac1s\ln\frac1\varepsilon+M. \tag{5}$$

I use the upper, safe value. Since $X=Pt/\sqrt{2\pi mkT}$ at constant pressure,

$$Pt=K\sqrt{2\pi mkT}\left[M+\frac1s\ln\frac1\varepsilon\right]. \tag{6}$$

The first term pays for transport and the second for the last reactions at the worst-supplied place. In a very shallow hole, a molecule leaving the bottom far from the wall almost surely escapes without another hit. There the sum in (4) vanishes and the flat result (2) returns. Deep in the corner between wall and bottom, each departure has an even chance of striking the other face, so $\frac12+\frac14+\dots=1$ further hit remains. The largest value $M$ therefore tends to one, not to zero.

As an illustration of (5), take depth/diameter 20, $s=0.1$ and $\varepsilon=0.01$. I divided the wall into rings and advanced the coverage in small steps of outside dose, solving the exchange of molecules at each step. The target was reached at $X/K=727.7$; the bounds are 722.5 and 729.3. For depth/diameter 10 and $s=0.005$ the same calculation gave 1109.8, between 1109.5 and 1111.4. These values are for rings 0.2 diameters wide, without extrapolation to zero width. Finer rings raise the dose and its bounds together, by about 1% in the first case and 0.2% in the second. In the second case most of the dose is the reaction term, $\ln(100)/0.005=921$.

## The length of one bounce

The remaining question is how $M$ depends on the aspect ratio $a=L/d$ of a round hole of depth $L$ and diameter $d$. Consider first a wall far from either end.

Describe a departing direction by its cosine $q$ along the hole axis and by its azimuth $\varphi$, measured from the inward normal. Then $d\Omega=dq\,d\varphi$, and the cosine with the normal is $\sqrt{1-q^2}\cos\varphi$. The normalized cosine-law weight is

$$\frac1\pi\sqrt{1-q^2}\cos\varphi\,dq\,d\varphi,\qquad -1<q<1,\quad -\frac\pi2<\varphi<\frac\pi2 .$$

Seen along the axis, the path is a chord of a circle. A chord at angle $\varphi$ to the diameter has length $d\cos\varphi$. The ratio of axial to transverse travel is $q/\sqrt{1-q^2}$, so the axial step is

$$z=d\cos\varphi\,\frac{q}{\sqrt{1-q^2}} .$$

Its mean is zero, since $q$ and $-q$ are equally likely. Its mean square is

$$\langle z^2\rangle=\frac{d^2}{\pi}\int_{-\pi/2}^{\pi/2}\cos^3\varphi\,d\varphi\int_{-1}^{1}\frac{q^2}{\sqrt{1-q^2}}\,dq .$$

The first integral is $\int_{-1}^{1}(1-u^2)du=4/3$ with $u=\sin\varphi$. In the second, $q=\sin\alpha$ gives $\int_{-\pi/2}^{\pi/2}\sin^2\alpha\,d\alpha=\pi/2$. Therefore

$$\langle z^2\rangle=\frac{d^2}{\pi}\cdot\frac43\cdot\frac\pi2=\frac{2d^2}{3}. \tag{7}$$

A typical bounce advances the molecule by less than one diameter, up or down with equal chance.

## The deep hole

Let $y$ be the height above the bottom. A molecule leaving the wall at $y$ next hits it at $y+z$, which counts one hit, and then continues from there:

$$M(y)=1+\langle M(y+z)\rangle .$$

In a deep hole $M$ varies over the length $L$, while the root-mean-square step is of order $d$. Expanding to second order, with $\langle z\rangle=0$, gives

$$0=1+\frac{\langle z^2\rangle}{2}M''(y),\qquad \frac{d^2}{3}M''=-1. \tag{8}$$

The closed bottom returns every molecule, so at leading order it acts as a reflecting end, $M'(0)=0$. Near the mouth a molecule usually leaves soon. It has a chance of order $1/a$ to wander deep into the hole, where it makes of order $a^2$ hits, so $M(L)$ is of order $a$ in this estimate. Relative to $a^2$ this is negligible, and $M(L)=0$ is the leading boundary condition. Integrating (8) twice,

$$M(y)=\frac{3}{2d^2}(L^2-y^2),\qquad M(0)=\frac32a^2 . \tag{9}$$

This is the quadratic law. Combined with (6), it reads

$$Pt\simeq K\sqrt{2\pi mkT}\left[\frac32a^2+\frac1s\ln\frac1\varepsilon\right],\qquad a\gg1. \tag{10}$$

A random walk needs a number of steps proportional to the square of the distance. By the symmetry of $k$, the hits made on the way out from the bottom measure how strongly the uptake by sites along the way reduces the accumulated supply to the bottom.

A second case tests the role of the closed end. If the hole is open at both ends to the same gas, the worst place is the middle. By symmetry $M'=0$ there, and the distance to a mouth is $L/2$. Equation (9) then gives $M=\frac32(a/2)^2=\frac38a^2$. Opening the other end cuts the leading transport dose by a factor of four.

A long trench is different. Between parallel walls a distance $w$ apart, a direction at angle $\vartheta$ to the normal travels $w\tan\vartheta$ along the wall, of which $w\tan\vartheta\cos\varphi$ points along the depth. Thus

$$\langle z^2\rangle=\frac{w^2}{\pi}\int\cos\vartheta\sin\vartheta\tan^2\vartheta\,d\vartheta\int_0^{2\pi}\cos^2\varphi\,d\varphi=w^2\int_0^{\pi/2}\frac{\sin^3\vartheta}{\cos\vartheta}\,d\vartheta ,$$

which diverges logarithmically at grazing directions. The finite depth cuts it off near $\tan\vartheta=L/w$, leaving $\langle z^2\rangle\approx w^2\ln(L/w)$ at leading logarithm. This estimate suggests a transport dose growing as $(L/w)^2/\ln(L/w)$. The plain square thus relies on the finite step variance of the round hole.

## The same law seen during the pulse

Equation (9) concerns the end of the pulse. The advance of the coating follows from $(1-k)F=Xg-K\theta$. Away from the mouth $g$ is small, and on slowly varying functions $1-k$ acts as $-(d^2/3)\,d^2/dy^2$. Hence

$$F''=\frac{3K}{d^2}\theta . \tag{11}$$

Suppose the wall is filled down to a distance $\ell$ below the mouth and nearly empty beyond. At the mouth the sum in (4) is only of order $\ell/d$, by the same estimate as for $M(L)$, while $X/K$ will prove to be of order $(\ell/d)^2$. Hence $F\simeq X$ there at leading order. With $x$ the distance below the mouth, matching $F=F'=0$ at the front gives

$$F=\frac{3K}{2d^2}(\ell-x)^2,\qquad X\simeq F(0)=\frac{3K}{2}\frac{\ell^2}{d^2},\qquad \ell\simeq d\sqrt{\frac{2X}{3K}} .$$

At constant pressure the coated depth grows as the square root of time. Setting $\ell=L$ recovers the transport term of (10).

The front has a width. For $s\ll1$, ahead of the front $K\theta\simeq sE$ and $F\simeq E$, so (11) becomes $E''=3sE/d^2$. Its decaying solution has length $d/\sqrt{3s}$. This exponential describes only the neighbourhood of the front. Rare long flights, whose probability falls only as a power of their length, are left out of (11); farther ahead they leave a weak coverage that decays as a power of the distance. A distinct front needs this length to be much smaller than $L$, or $3sa^2\gg1$. The total dose is close to quadratic under the related condition $\frac32a^2\gg\ln(1/\varepsilon)/s$. In the opposite limit, small $s$ at fixed $a$, molecules explore the whole hole before reacting. The coating then grows almost evenly, and the ratio of the dose to its flat-surface value approaches one. By (5), the difference between them stays close to $KM$.

## How deep is deep?

For finite $a$ the hits can be counted numerically. At fixed $\varphi$, write $c=\cos\varphi$ and $x=|z|/d$. Then $x=c|q|/\sqrt{1-q^2}$ gives

$$|q|=\frac{x}{\sqrt{c^2+x^2}},\qquad \sqrt{1-q^2}=\frac{c}{\sqrt{c^2+x^2}},\qquad \frac{d|q|}{dx}=\frac{c^2}{(c^2+x^2)^{3/2}} .$$

Multiplying the cosine-law weight by this derivative, the density of steps in one chosen axial direction is

$$p(x)=\frac1\pi\int_{-\pi/2}^{\pi/2}\frac{\cos^4\varphi}{(\cos^2\varphi+x^2)^2}\,d\varphi . \tag{12}$$

I cut the wall into rings and averaged (12) over pairs of rings to obtain the exchange fractions. Steps reaching past the bottom end on it, and reciprocity gives the return fractions. The bottom was treated as one element with averaged arrivals. The hit equation is then a linear system. I solved it for ring widths of $0.2d$ and $0.1d$ and extrapolated to zero width:

| $a$ | $M$ | $M/(1.5a^2)$ |
|---|---:|---:|
| 25 | 1053 | 1.123 |
| 50 | 3997 | 1.066 |
| 100 | 15,529 | 1.035 |
| 200 | 61,130 | 1.019 |

The leading law is approached from above. At $a=50$ the computed hit number is 6.6% above $1.5a^2$. The relative excess falls by slightly less than half at each doubling of $a$, so the excess counted in hits, $M-\frac32a^2$, slightly more than doubles.

## The numbers of the example

The inputs are round numbers chosen for illustration: 523 K, 0.10 Torr of water in 1.0 Torr of total gas, molecular mass 18.015 u, $K=3.0$ nm$^{-2}$, $s=0.01$ and $\varepsilon=0.01$. The aspect ratio is $3000/60=50$. The two parts of the dose are

$$M=3997,\qquad \frac{\ln100}{0.01}=460.5,\qquad \frac XK=4457 .$$

Transport takes 90% of the dose. The impingement flux is $J=3.62\times10^5$ nm$^{-2}$ s$^{-1}$, so the pulse lasts

$$t=\frac{3.0\times4457}{3.62\times10^5}\ {\rm s}=0.0369\ {\rm s},$$

and $Pt=3.7\times10^{-3}$ Torr s, or 0.49 Pa s.

The opening factor can now be read. Doubling the depth at fixed width, gas and surface chemistry raises $M$ to 15,529, a factor of 3.89. This is below four because the relative excess over $\frac32a^2$ is smaller in the deeper hole. The reaction term stays at 460.5, so the total rises by

$$\frac{15529+460.5}{3997+460.5}=3.59 .$$

Both departures from four have been identified: a finite-depth correction and a term that does not depend on depth.

Molecular flow is a good assumption here. For a rough collision diameter of 0.4 nm, the hard-sphere estimate $kT/(\sqrt2\pi\sigma^2P_{\rm total})$ gives a mean free path of 76 µm, about 1270 hole diameters. The gas held in the hole, relative to the wall uptake, is $nd/(4K)=9\times10^{-6}$.

The flight time is also small. The mean path per bounce is

$$\frac d\pi\int_{-1}^{1}dq\int_{-\pi/2}^{\pi/2}\cos^2\varphi\,d\varphi=d,$$

and the mean of $1/v$ for molecules weighted by flux is $1/\bar v$. The way out from the bottom therefore takes about $Md/\bar v=0.31$ µs, far less than the pulse.

## Where a real process departs from this

An aspect ratio of 50 belongs to deep capacitor holes. A planar high-k gate oxide grown with the same half-cycle needs the flat term alone, about a tenth of this dose for the same $s$ and $\varepsilon$. The least secure input is the sticking probability: for water on a growing oxide it can depend on temperature and coverage, and weakly held water can desorb. The two terms of (6) are equal at $s=0.00115$. With $s=0.001$ the reaction term becomes 4605, and the dose rises by $(3997+4605)/4457=1.93$. The pulse would then no longer follow a nearly quadratic rule at this depth. For water on growing alumina, initial sticking probabilities near $10^{-4}$ have been reported. At that value the reaction term is about 46,050, the dose is 11 times that of the example, and doubling the depth raises it by a factor of only 1.23.

The hole also narrows as the film grows. A conformal 5 nm film leaves a diameter of 50 nm. The depth is unchanged, because film grows equally on the bottom and on the top surface. The aspect ratio is then 60, and the exposure for the last cycle is 1.38 times that of the first. A pulse chosen for the empty hole would underdose the later cycles.

The gas supply must also keep up. For one such hole per 100 nm square over one face of a 300 mm wafer, the area is multiplied by $1+\pi dL/(100\ {\rm nm})^2=57.5$. One half-cycle consumes $1.2\times10^{19}$ water molecules, 6.6 times the water in one litre of this gas. Holding 0.10 Torr at the hole mouths through the pulse requires a mean supply of $3.3\times10^{20}$ molecules per second at the wafer surface. An adequate inlet is not enough for this, because the water must also diffuse through the carrier gas. At 1.0 Torr total pressure, a stagnant layer of the order of a centimetre would use up the whole 0.10 Torr.

If the inlet supplies less, the pressure at the mouths falls and the pulse must last at least as long as the inlet needs to deliver the consumed molecules. That time grows linearly with depth for deep holes at fixed width and pitch. A linear trend of pulse time with depth can thus come from a starved reactor, while the dose required at the mouth still follows (6), with $Pt$ read as the time integral of the pressure there.
